# Where steepest-descent paths enter an anisotropic harmonic well

## Problem

A reaction path can be followed downhill from a saddle point to a minimum by steepest descent in mass-weighted coordinates $q_i=\sqrt{m_i}\,u_i$, where $u_i$ are Cartesian displacements. Close to the minimum, take two coordinates and a harmonic potential,

$$V=\tfrac12\,q^{T}Kq ,\qquad \frac{dq}{dt}=-\nabla V=-Kq ,$$

with $K$ symmetric and both eigenvalues positive, $0<k_1<k_2$. The parameter $t$ labels points on the path; it is not physical time. Let $\kappa=k_2/k_1$.

(a) Find the path from an arbitrary start and the direction in which it enters the minimum. Which starts are exceptions?

(b) Where does a path that begins mainly along the stiff mode turn towards its final direction, and how much energy is left there?

(c) Is the path of finite length, and what is its curvature at the minimum?

(d) Starts are spread uniformly in angle over a circle of radius $R$. What share of them has still not settled into the final direction at a distance $r\ll R$ from the minimum?

(e) Evaluate the results for modes of 200 and 400 cm$^{-1}$ and $R=1$ amu$^{1/2}$ Å. Could a molecule at 400 K follow such a path?

## Hints

1. Rotate to the eigenvectors of $K$. A rotation leaves the form of the descent equation unchanged.
2. Eliminate $t$. The direction of travel is the slope $dy/dx$, which differs from the direction $y/x$ of the position.
3. For (b), "turned" can be taken to mean that the slope has fallen to 1.
4. For (d), begin on the small circle at the limiting direction and run the path backwards.
5. For (e), compare the turning point with the thermal spread of the soft coordinate, and the path with a Newtonian trajectory released from the same point.

## Solution

### (a) The path and its final direction

Let $x$ and $y$ be the components of $q$ along the soft and the stiff eigenvector. Then $V=\tfrac12k_1x^2+\tfrac12k_2y^2$, and the descent equation separates:

$$\dot x=-k_1x,\quad \dot y=-k_2y\quad\Rightarrow\quad x=x_0e^{-k_1t},\quad y=y_0e^{-k_2t}.$$

Neither coordinate changes sign, and the well is symmetric under reflection in both axes, so it is enough to treat $x_0,y_0>0$. From the first solution $e^{-k_1t}=x/x_0$. Since $k_2=\kappa k_1$, it follows that $e^{-k_2t}=(x/x_0)^{\kappa}$, and therefore

$$y=y_0\left(\frac{x}{x_0}\right)^{\kappa}.$$

The angle $\theta$ between the path and the soft axis follows from the ratio of the two velocities:

$$\tan\theta=\frac{dy}{dx}=\frac{-k_2y}{-k_1x}=\kappa\,\frac yx=\kappa\,\frac{y_0}{x_0}\left(\frac{x}{x_0}\right)^{\kappa-1}.$$

Because $\kappa>1$, the exponent is positive and $\tan\theta\to0$ as $x\to0$. Every path with $x_0\neq0$ enters the minimum tangent to the soft axis. The stiff displacement dies out faster, and what remains is soft.

The derivation also shows where the statement fails.

- If $x_0=0$, then $x$ stays zero and the path runs down the stiff axis to the end.
- If $k_1=k_2$, then $\kappa=1$ and $\tan\theta=y_0/x_0$ for the whole path. All paths are straight and no direction is preferred.

The first exception is a single line in the plane, but molecular symmetry can place a start on it. If $V$ is even in $x$, then $\partial V/\partial x=0$ at $x=0$, even when $V$ is anharmonic, so a start that has this symmetry keeps it. The soft mode is then never excited.

### (b) The turn

Setting $\tan\theta=1$ gives $(x^*/x_0)^{\kappa-1}=x_0/(\kappa y_0)$. Multiplying by $x_0^{\kappa-1}$ and taking the root,

$$x^*=\left(\frac{x_0^{\kappa}}{\kappa y_0}\right)^{1/(\kappa-1)},\qquad y^*=\frac{x^*}{\kappa},$$

where $y^*$ follows from $\kappa y^*/x^*=1$. The turn lies on the path after the start if $x^*<x_0$, that is, if $\kappa y_0/x_0>1$. Otherwise the path is within 45° of the soft axis from the beginning. The energy left at the turn is

$$V^*=\tfrac12k_1x^{*2}+\tfrac12\kappa k_1\frac{x^{*2}}{\kappa^2}=\tfrac12k_1x^{*2}\left(1+\frac1\kappa\right).$$

As $x_0\to0$ at fixed $y_0$, $x^*\to0$ as well. Starts closer to the stiff axis turn later, so there is no single distance from the minimum at which all paths have turned.

### (c) Length and curvature

The minimum is reached only as $t\to\infty$, but the length is finite. Since $\sqrt{1+s^2}\le1+s$ for $s\ge0$,

$$L=\int_0^{x_0}\sqrt{1+\left(\frac{dy}{dx}\right)^2}\,dx\;\le\;\int_0^{x_0}\left(1+\frac{dy}{dx}\right)dx=x_0+y_0 .$$

For the curvature write $y=Cx^{\kappa}$ with $C=y_0/x_0^{\kappa}$. The curvature of a plane curve is $|y''|/(1+y'^2)^{3/2}$, and $y'\to0$ at the minimum, so

$$\text{curvature}\;\to\;\kappa(\kappa-1)\,C\,x^{\kappa-2}.$$

A start on the soft axis has $C=0$ and a straight path. For $C\neq0$ the curvature diverges for $\kappa<2$, tends to $2C$ for $\kappa=2$, and vanishes for $\kappa>2$. The path is tangent to the soft axis in all three cases, but for $\kappa<2$ it bends ever more sharply as it arrives. For a start at 45° with $R=1$, $\kappa=2$ gives $C=\sqrt2$ and a curvature of 2.828. With $\kappa=1.5$ the curvature has already reached 157 at $x=3.2\times10^{-5}$.

### (d) How generic is generic?

Call a path settled when $\theta$ is below a chosen angle $\theta_c$. On the small circle let the limiting path have the position $(r\cos\chi,\,r\sin\chi)$. Its slope is $\kappa\tan\chi$, so $\tan\chi=\tan\theta_c/\kappa$.

Running back by a parameter interval $\tau$ multiplies $x$ by $e^{k_1\tau}$ and $y$ by $e^{\kappa k_1\tau}$. For small enough $r/R$ the limiting path starts close to the stiff axis, where $y_0\approx R$; the condition is that the angle $\delta$ found below is small compared with 1 rad. Hence

$$r\sin\chi\,e^{\kappa k_1\tau}\approx R\quad\Rightarrow\quad e^{k_1\tau}\approx\left(\frac{R}{r\sin\chi}\right)^{1/\kappa}.$$

The angle of this start from the stiff axis is $\delta\approx x_0/R$, which gives

$$\delta\approx\frac rR\cos\chi\left(\frac{R}{r\sin\chi}\right)^{1/\kappa}\propto\left(\frac rR\right)^{1-1/\kappa}.$$

Paths do not cross, and a start nearer the stiff axis has a larger $C$ and so a steeper slope on the small circle. All starts within $\delta$ of the stiff axis are therefore unsettled, and all others are settled. The unsettled share, $\delta$ divided by a right angle, vanishes as $r\to0$. It does so slowly when $\kappa$ is close to 1, because the exponent $1-1/\kappa$ is then small, and the estimate itself then needs a far smaller $r/R$. For $\kappa=1.1$, $\theta_c=10^\circ$ and $r=10^{-3}R$ it gives $\delta$ larger than a right angle, whereas solving the backward path without the approximation $y_0\approx R$ gives an unsettled share of 80 %.

### (e) Numbers

A normal mode in mass-weighted coordinates has $k=\omega^2$, so $\kappa=(400/200)^2=4$. In convenient units $k_1=0.1471$ and $k_2=0.5884$ eV/(amu Å$^2$).

Take a start 80° from the soft axis: $x_0=0.17365$, $y_0=0.98481$ amu$^{1/2}$ Å. The energy there is

$$\tfrac12(0.1471)(0.17365)^2+\tfrac12(0.5884)(0.98481)^2\approx0.288\ \text{eV}.$$

The turn lies at

$$x^*=\left(\frac{0.17365^4}{4\times0.98481}\right)^{1/3}=0.0613,\qquad y^*=\frac{0.0613}{4}=0.0153\ \text{amu}^{1/2}\,\text{Å},$$

$$V^*=\tfrac12(0.1471)(0.0613)^2(1.25)\approx3.5\times10^{-4}\ \text{eV}=0.35\ \text{meV}.$$

About 0.1 % of the initial energy is left when the path turns. Its length is 1.047 amu$^{1/2}$ Å, between the straight-line distance of 1 and the bound $x_0+y_0=1.158$.

The tangent angle $\theta$, in degrees, develops as follows for four starting directions:

| Start | at start | $r=0.1$ | $r=0.01$ | $r=0.001$ |
|---|---|---|---|---|
| 20 | 55.5 | 0.10 | 0.0001 | 0.0000 |
| 50 | 78.2 | 1.03 | 0.001 | 0.0000 |
| 80 | 87.5 | 68.8 | 0.25 | 0.0002 |
| 89 | 89.7 | 88.6 | 81.1 | 2.5 |

Even the start at 20° first moves mostly along the stiff mode, because $\tan\theta=4\tan20^\circ=1.46$. The start at 89° still looks like a stiff-mode path at one hundredth of the initial distance. These angles were obtained by integrating $\dot q=-Kq$ in axes rotated by 30° from the normal modes, and they agree with the formula of part (a) to within $10^{-4}$ degrees.

For $\theta_c=10^\circ$, $\tan\chi=0.0441$. At $r=0.01$ the estimate of part (d) gives

$$\delta\approx0.01\times0.999\times\left(\frac{1}{0.01\times0.0440}\right)^{1/4}=0.069\ \text{rad}=3.95^\circ ,$$

so 4.4 % of the starts are unsettled. At $r=0.1$ the share is 25 %, and at $r=0.001$ it is 0.8 %. The last step agrees with the predicted factor $10^{-3/4}=0.18$ per decade.

**Comparison with a real molecule.** The two wavenumbers are round values chosen for the model. If the moving mass were about 35 amu, as for one chlorine atom, $R$ would correspond to a displacement of about $1/\sqrt{35}=0.17$ Å. A polyatomic molecule has more than two modes. In the harmonic region each amplitude decays independently, so the path enters along the softest vibrational mode with a non-zero initial amplitude, provided that this mode is not degenerate. Translations and rotations have $k=0$ and exert no force, so they do not count.

The assumption that a real molecule breaks most plainly is the absence of inertia. Released at rest from the 80° start and left undamped, the model molecule moves as $x=x_0\cos\omega_1t$, $y=y_0\cos2\omega_1t$. With $w=\cos^2\omega_1t$ its squared distance from the minimum is

$$d^2=x_0^2w+y_0^2(2w-1)^2 .$$

Setting the derivative $x_0^2+4y_0^2(2w-1)$ to zero gives $w=\tfrac12-x_0^2/(8y_0^2)=0.496$ and $d=0.123$ amu$^{1/2}$ Å. The trajectory never comes closer than this, which is about twice the distance of the turning point from the minimum. This limit depends on the exact 2:1 frequency ratio. If the ratio is irrational, the trajectory fills the rectangle $|x|\le x_0$, $|y|\le y_0$ and in time passes arbitrarily close to the minimum, but it keeps its energy and runs on instead of settling there.

For the 80° start, thermal motion hides the turn as well. The mean energy of an oscillator is $\hbar\omega\left[\tfrac12+1/(e^{\hbar\omega/k_BT}-1)\right]=\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$, and half of it is potential energy $\tfrac12\omega^2\langle x^2\rangle$, so

$$\langle x^2\rangle=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

For the soft mode the rms spread is 0.49 amu$^{1/2}$ Å at 400 K and 0.29 from zero-point motion alone, against $x^*=0.061$. Likewise $k_BT=34$ meV is about a hundred times $V^*$. This holds for starts near the stiff axis, which turn late. The 20° start turns at $x^*=0.83$ with $V^*=63$ meV, outside the thermal spread, and $V^*$ exceeds $k_BT$ for starts between 14° and about 33°. For an isolated or weakly damped molecule the answer to the last question is no: the modes oscillate, and the path is a geometric property of the potential and the metric, not a motion that the molecule carries out. The path is followed under strong friction that is the same for both mass-weighted coordinates. For $\ddot q=-Kq-\gamma\dot q$ with $\gamma\gg\omega_2$ the motion reduces to $\dot q\approx-Kq/\gamma$, so the average over many thermally driven molecules follows the path, while a single molecule scatters about it by the classical thermal spread, $\sqrt{k_BT/k_1}=0.48$ amu$^{1/2}$ Å along the soft mode. Here $\omega_2=7.5\times10^{13}$ s$^{-1}$, and $\gamma$ must lie well above this. The final direction alone needs less. A mode decays at the rate $\gamma/2$ for $\gamma<2\omega$ and at the slower rate $\gamma/2-\sqrt{\gamma^2/4-\omega^2}$ for $\gamma>2\omega$, so for $\gamma>2\omega_1$ the soft mode outlasts the stiff one and the motion enters along the soft axis, though not on the steepest-descent path. With strong but unequal friction the rates are $k_i/\gamma_i$, and the motion enters along the stiff axis if $k_2/\gamma_2<k_1/\gamma_1$.

## Variation 1: a different metric

**Question.** Two Cartesian coordinates have the Hessian $F=\begin{pmatrix}4&1\\1&2\end{pmatrix}$ and masses 1 and 10, in model units. Does descent without mass weighting enter along the same direction?

**Solution.** With $q=M^{1/2}u$ the mass-weighted Hessian is $K=M^{-1/2}FM^{-1/2}$. Returning to Cartesian displacements,

$$\dot u=M^{-1/2}\dot q=-M^{-1/2}KM^{1/2}u=-M^{-1}Fu .$$

The final direction is therefore the eigenvector of $M^{-1}F$ with the smaller eigenvalue, or equivalently the solution of $(F-\lambda M)u=0$ with the smaller $\lambda$. The determinant condition is

$$(4-\lambda)(2-10\lambda)-1=10\lambda^2-42\lambda+7=0\quad\Rightarrow\quad\lambda=0.174 .$$

The first row, $(4-\lambda)u_1+u_2=0$, gives $u_1/u_2=-0.261$, a direction 104.65° from the first axis. Plain descent, $\dot u=-Fu$, has the smaller eigenvalue $3-\sqrt2$. Then $u_1/u_2=-1/(1+\sqrt2)=-0.414$, and the direction is 112.5°.

The two paths enter the same minimum along different lines. "Softest" has a meaning only together with the metric in which the gradient is taken.

## Variation 2: an anharmonic well

**Question.** Let stretching weaken the bend, and let the stretch be a Morse oscillator:

$$V=\tfrac12k_1x^2(1-by)+D\left(1-e^{-ay}\right)^2,\qquad 2Da^2=k_2 .$$

Does the tangency survive?

**Solution.** Near the minimum the Morse force is $-2Da^2y=-k_2y$ to leading order, and the coupling adds $-\partial V/\partial y=+\tfrac12bk_1x^2$. To leading order

$$\dot x=-k_1x,\qquad \dot y=-k_2y+\tfrac12bk_1x^2 .$$

Try $y=\alpha x^2$. The left side is $2\alpha x\dot x=-2k_1\alpha x^2$, so $-2\alpha=-\kappa\alpha+\tfrac12b$. Adding the homogeneous solution, which is proportional to $|x|^\kappa$,

$$y=\alpha x^2+C'|x|^{\kappa},\qquad \alpha=\frac{b}{2(\kappa-2)}\qquad(\kappa\neq2).$$

Both powers exceed 1, so $dy/dx\to0$ and the path is again tangent to the soft axis. The second term is the leading correction to the first only for $2<\kappa<4$; for $\kappa<2$ it dominates. The terms dropped above, $+bk_1xy$ in $\dot x$ and $+\tfrac32ak_2y^2$ in $\dot y$, add a contribution of order $x^4$ to $y$, which outweighs $C'|x|^\kappa$ for $\kappa>4$. At $\kappa=4$ it takes the form $\alpha^2(2b-6a)\,x^4\ln|x|$. These terms change neither the tangency nor the curvature at the minimum. At $\kappa=2$ the equation $dy/dx=2y/x-bx/2$ has the solution $y=x^2(C'-\tfrac b2\ln|x|)$, with $x$ in the chosen unit of length, and its slope also vanishes.

The curvature does change. For $\kappa>2$ the harmonic well gives zero, whereas here the term $\alpha x^2$ dominates and the curvature tends to $2|\alpha|$ for every path that reaches this minimum from a start off the stiff axis. A start on the stiff axis stays on it, because $V$ is even in $x$.

With $\kappa=4$ and a chosen $b=0.5$ (amu$^{1/2}$ Å)$^{-1}$, $\alpha=0.5/4=0.125$ in the same unit. Integrating the full anharmonic descent from the 80° start, with $D=4$ eV, gives $y/x^2=0.125$ near the minimum. The turn moves from $x^*=0.0613$ to 0.0644 amu$^{1/2}$ Å, 5 % above the harmonic value. This small shift is a partial cancellation: the Morse term alone moves the turn to 0.0531 and the coupling alone to 0.0716 amu$^{1/2}$ Å.

The numerical output below lists the main computed values for parts (c) to (e) and for both variations; the remaining numbers follow from the equations given in the text.

## Values computed for the example and the checks

```
soft, stiff wavenumber: 200, 400 cm^-1
k1, k2: 0.1471, 0.5884 eV/(amu A^2); kappa = 4.000
start radius R: 1 amu^(1/2) A
phi, tangent angle at start and at r = 0.1, 0.01, 0.001 (deg); x*, y* (amu^(1/2) A)
  20: 55.52, 0.1005, 0.0001, 0.0000; 0.82911, 0.20728
  50: 78.15, 1.0283, 0.0010, 0.0000; 0.38193, 0.09548
  80: 87.48, 68.7784, 0.2482, 0.0002; 0.06134, 0.01534
  89: 89.75, 88.5893, 81.1271, 2.4680; 0.00285, 0.00071
stiff-axis start, tangent angle at r = 0.01: 90.00 deg
isotropic well, start at 35 deg, angle at r = 0.01: 35.00 deg
80 deg start: x0, y0 = 0.17365, 0.98481 amu^(1/2) A
  energy at start 0.2875 eV; at 45 deg turn 0.3459 meV
  path length 1.04740; bound x0+y0 1.15846 amu^(1/2) A
curvature near the minimum, 45 deg start (1/(amu^(1/2) A)):
  kappa = 1.5: 157.4 at x = 3.21e-05; 1163 at x = 5.88e-07
  kappa = 2.0: 2.828 at x = 0.000237; 2.828 at x = 3.21e-05
  kappa = 3.0: 0.1554 at x = 0.013; 0.05717 at x = 0.00476
starts still over 10 deg off the soft axis at r: window, share, estimate
  r = 0.1: 22.353 deg, 24.84 %, estimate 22.220 deg
  r = 0.01: 3.952 deg, 4.39 %, estimate 3.951 deg
  r = 0.001: 0.703 deg, 0.78 %, estimate 0.703 deg
metric test: Hessian [[4,1],[1,2]], masses 1 and 10 (model units)
  final Cartesian direction: mass-weighted 104.65 deg, plain 112.50 deg
undamped trajectory, closest approach: 0.12255 amu^(1/2) A
soft rms spread: zero-point 0.2903, at 400 K 0.4943 amu^(1/2) A
thermal energy kT at 400 K: 34.47 meV
anharmonic model: Morse depth 4.0 eV, a = 0.2712, b = 0.50 1/(amu^(1/2) A)
  45 deg turn at x = 0.06441 (harmonic 0.06134) amu^(1/2) A
  y/x^2 near minimum: 0.12500, predicted 0.12500 1/(amu^(1/2) A)
  tangent angle at x = 6.78e-05 amu^(1/2) A: 0.00097 deg
```
